Vacuum potential step of a bilayer with an out-of-plane dipole

**Problem**

A flat, electrically neutral bilayer carries a total out-of-plane dipole per unit area P = 0.5 pC/m, pointing upward. It is isolated: no external field acts on it, and it extends far in the plane.

(a) By how much does the electrostatic potential far above the bilayer differ from that far below it, and which side is higher?

(b) By how much does this difference change when the dipole is reversed?

(c) The layers are polarizable. Should the answer to (a) be divided by their relative permittivity?

Conventions: z points upward. V is the potential felt by a positive test charge. ρ(z) is the total charge density, nuclei and all electrons, averaged over the plane. The dipole density is

P = ∫ z ρ(z) dz.

This is charge per volume times length squared, hence C/m. It is not the polarization of a bulk solid, which is measured in C/m².

**Hints**

1. Average Poisson's equation over the plane. What remains depends on z alone.
2. Let Q(z) be the charge per area below height z. What is the field at z? What does neutrality say about Q far above?
3. The potential step is an integral of Q. Integrate by parts to bring in P.
4. For (c), ask which charges are counted in ρ.

**Solution**

*Averaging.* The local potential φ obeys ε₀∇²φ = −(charge density). Averaged over a unit cell, the in-plane second derivatives vanish, because φ is periodic in the plane. The averaged potential V(z) therefore obeys

ε₀ d²V/dz² = −ρ(z).

The part of φ that varies in the plane with wave vector G obeys d²φ_G/dz² = G²φ_G in the vacuum, so it decays as exp(−Gz). Far from the layer, V is the whole potential.

*Field.* With E = −dV/dz, the equation becomes dE/dz = ρ/ε₀. The field far below is zero, so one integration gives

E(z) = Q(z)/ε₀, where Q(z) = ∫ ρ(z′) dz′ from −∞ to z.

Neutrality means Q = 0 above the bilayer. The field vanishes there too, and both vacuum levels are flat.

*Step.* The potential difference, upper minus lower, is

ΔV = −∫ E dz = −(1/ε₀) ∫ Q dz.

Since dQ/dz = ρ, integration by parts gives

∫ Q dz = [zQ] − ∫ zρ dz = 0 − P.

The boundary term vanishes because Q is zero on both sides. The two minus signs cancel:

ΔV = P/ε₀.

The shape of ρ has dropped out. The choice of origin does not matter either: shifting it by z₀ changes P by −z₀ ∫ρ dz, which is zero for a neutral layer.

*Answer to (a).*

ΔV = (0.500 × 10⁻¹² C/m) / (8.854 × 10⁻¹² F/m) = 0.0565 V ≈ 56 mV.

The units work out because a coulomb per farad is a volt. The upper side, to which the dipole points, has the higher potential. An electron has charge −e, so its potential energy is about 56 meV lower there.

The sign can be checked with two charged sheets, +σ on top and −σ below, a distance d apart. The field between them points down and has magnitude σ/ε₀. The upper side is therefore higher by σd/ε₀, and σd is the dipole density.

The independence of shape can be seen in numerical solutions of Poisson's equation for two different profiles with the same P. Profile A has two layers 0.60 nm apart, with equal ionic charges and slightly unequal electron clouds. Profile B has three Gaussian lumps, with charges in the ratio 2 : −3 : 1, at −0.5, 0.1 and 0.6 nm, scaled to give the required P. Both give a step of 56.470 mV. Profile A turned upside down gives −56.470 mV.

*Answer to (b).* Reversal replaces P by −P, so the step goes from +56.5 to −56.5 mV. The change has magnitude

2P/ε₀ = 113 mV.

This is also the difference between the potentials above two wide, oppositely polarized regions if a conductor below holds the lower side of both at the same potential. This requires regions much wider than their distance to the conductor; as that distance grows toward their width, the difference falls toward P/ε₀. Without such a conductor, the potentials far from the edges of two equally large regions are +P/(2ε₀) and −P/(2ε₀) just above them, by the symmetry used in Variation 1, and they differ by only P/ε₀.

*Answer to (c).* No. The charge density ρ already contains the response of the electrons, so P is the screened dipole. A permittivity enters when only the dipole of the free charges is known. Put sheets ±σ, a distance d apart, into a dielectric of relative permittivity εr, and call σd = P_free. The field between the sheets is −σ/(ε₀εr), and the dielectric acquires the polarization

(εr − 1)ε₀E = −σ(1 − 1/εr).

Multiplied by d, this is the induced dipole density. The total is

P = P_free − P_free(1 − 1/εr) = P_free/εr.

For εr = 6 and P_free = 3.0 pC/m, the induced part is −2.5 pC/m and the total is 0.5 pC/m, which gives 56 mV again. Using the free part alone would give 339 mV. Dividing the total by εr a second time would give 9.4 mV.

*How small is the charge shift?* Take a hexagonal cell with lattice constant 0.32 nm and area 0.0887 nm². The dipole per cell is P times this area, or 2.77 × 10⁻⁴ e nm. If it came from charge moved between layers 0.60 nm apart, the amount would be

2.77 × 10⁻⁴ / 0.60 ≈ 4.6 × 10⁻⁴ electrons per cell.

The step divided by the same spacing is 0.94 MV/cm. This is only a scale for the field inside the bilayer. Electron clouds have a finite width, so part of the step can lie outside the two layer centres, and the local field near the atoms is different again.

*How far is "far"?* Replace each cell by a point dipole. The potential is odd in z, and each lateral harmonic jumps by P/ε₀ across the sheet, so at height h it has amplitude (P/2ε₀) exp(−Gh). The six shortest wave vectors, G = 4π/(√3 a), add up to 6 above a dipole and to −3 above the hollow between three dipoles. The difference in potential between these two places is therefore

(P/2ε₀) × 9 exp(−Gh),

which is about 4 × 10⁻⁸ mV at h = 1 nm. In this model the vacuum level is flat within a nanometre of the sheet. The number is not the corrugation of a real layer. The ions have a lateral charge pattern of their own: a charge q per cell of area A gives harmonics of amplitude q/(2ε₀AG), about 4.5 V for q = e, against P/2ε₀ = 28 mV. These harmonics decay with the same exp(−Gh), with h counted from the outermost atoms, so a nanometre above those atoms they too are far below a millivolt.

*When the result fails.* A net charge leaves a field outside, so there is no pair of flat levels to compare. An external field does the same and also changes P through the polarizability of the layers.

*The real case.* The value 0.5 pC/m lies in the rough range of rhombohedrally stacked transition-metal dichalcogenide bilayers, a few tenths of a pC/m. The lattice constant, the spacing, and the gap, mass and permittivity used below are round values of that regime, not data for one compound. Real samples can have finite domains and mobile carriers. The two variations estimate the effect: about 1 to 2 mV for the domain chosen, and about 7 mV at a doping of 10¹² cm⁻² if the donors are shared equally between the layers. Substrates and adsorbates add dipoles of their own, which are not estimated here.

**Variation 1: a finite domain**

*The polarized region is a disc of radius R = 500 nm. The potential is compared at heights h = 10 nm above and below its centre. What step is found?*

A point dipole p at distance r from the probe contributes ph/(4πε₀r³) at height h. A ring of radius s and width ds has dipole 2πPs ds, so the disc gives

V(h) = (Ph/2ε₀) ∫ s ds/(s² + h²)^(3/2), with s from 0 to R.

The integral equals 1/h − 1/√(R² + h²). Hence

V(h) = (P/2ε₀)(1 − c), c = h/√(R² + h²).

The potential below is the negative of this, so an isolated island has the step (P/ε₀)(1 − c). Here c = 10/√(500² + 10²) = 0.020, and the step is 55.3 mV.

If the disc is surrounded by a wide region of opposite polarization, treat the whole as an infinite sheet of density −P plus a disc of density 2P. The step is

(P/ε₀)[−1 + 2(1 − c)] = (P/ε₀)(1 − 2c),

or 54.2 mV. For h ≪ R both cases return the full step. For h ≫ R the island's step vanishes, while the embedded disc shows −P/ε₀, the step of its surroundings. The sign changes at c = 1/2, that is, at h = R/√3.

**Variation 2: a doped bilayer**

*The bilayer holds n = 10¹² mobile electrons per cm² at 300 K. How large is the step now?*

Assume that the positive donors are shared equally between the layers, and that the energy offset between the layers equals e times the vacuum step v. If part of the step lies outside the layer centres and has the same sign as the whole, the offset is smaller than this, and so is the reduction found below; if the outer part has the opposite sign, both are larger. The upper layer has the higher potential, so electrons gather there. Let n_u and n_l be the densities in the upper and lower layers, and δ = (n_u − n_l)/2. The net charges are −eδ above and +eδ below. They form a dipole opposite to P, screened by εr:

v = P/ε₀ − eδd/(ε₀εr).

For dilute electrons, the Boltzmann ratio n_u/n_l = exp(ev/kT) gives

δ = (n/2) tanh(ev/2kT).

Each layer has a constant density of states. For a mass of 0.5 electron masses and a degeneracy of 4, its thermal band density is N = 1.1 × 10¹³ cm⁻². Since n is about a tenth of N, the dilute form is a fair approximation. With d = 0.60 nm and εr = 6,

end/(2ε₀εr) = 9.05 mV,

and the equation to solve, with kT = 25.85 meV, is

v = 56.47 mV − 9.05 mV × tanh(v/51.7 mV).

Its solution is v ≈ 49.7 mV. Full Fermi statistics gives 49.8 mV, a reduction of 12% relative to the undoped step. At 10¹¹ cm⁻² the reduction is 1.3%. Because δ cannot exceed n/2, the reduction at 10¹² cm⁻² cannot exceed 9.05 mV in this model. These figures are estimates: they depend on εr, on the spacing and on where the donors sit. If all donors were in the upper layer, 9.05 mV would be added to the right-hand side of the equation, and the step would rise slightly, to about 58 mV, instead of falling. If all were in the lower layer, 9.05 mV would be subtracted and the step would fall to about 41.5 mV, so the bound of 9.05 mV holds only for equal sharing. The figures also neglect tunnelling between the layers, which spreads each electron over both and makes the reduction smaller.

Without doping, thermal carriers are negligible. If the offset is again taken as the full eΔV, the conduction edge of the upper layer lies below that of the lower one by this amount, and the smallest gap, from the lower layer's valence edge to the upper layer's conduction edge, is Eg − eΔV. With equal electron and hole masses and degeneracies, the chemical potential lies in the middle of this gap, and the density of thermal electrons in the upper layer is

n_thermal = N exp[−(Eg − eΔV)/2kT].

For Eg = 1.3 eV this is about 400 cm⁻². That value is low for the gap of a single dichalcogenide layer, and the density falls steeply as the gap grows: for Eg = 1.6 eV it is about 1 cm⁻². The lower layer, whose conduction edge is higher by eΔV, holds about a tenth as many. The step energy is 4.3% of the gap, so the lower layer's valence band does not overlap the upper layer's conduction band, and electrons do not pass from one layer's valence band to the other's conduction band in the ground state. This estimate assumes that each band edge belongs to a single layer. In many real bilayers the valence edge at Γ is shared by both layers. The gap is then not Eg − eΔV, and the actual gap of the bilayer should be used in the exponent.

The numerical output lists most of the values used here, some with further digits. The dilute-limit estimate of the doped step, 49.7 mV, was worked by hand from the equation above.

Computed results

```
dipole density P                      0.500 pC/m
vacuum permittivity                   8.8542 pF/m
potential step P/eps0                 56.47 mV
electron energy change, upper - lower -56.47 meV
change of step on switching           112.94 mV
Poisson step, profile A               56.470 mV
Poisson step, profile B               56.470 mV
Poisson step, reversed profile A      -56.470 mV
lattice constant                      0.32 nm
layer spacing                         0.60 nm
cell area                             0.0887 nm^2
dipole per cell                       2.768e-04 e nm
equivalent transfer per cell          4.61e-04 electrons
mean field, step over spacing         0.941 MV/cm
slab model: relative permittivity     6.0
slab model: free dipole density       3.000 pC/m
slab model: induced dipole density    -2.500 pC/m
slab model: total dipole density      0.500 pC/m
slab model: actual step               56.47 mV
slab model: wrong step from free part 338.8 mV
wrong step if P is screened again     9.41 mV
domain radius                         500 nm
probe height on each side             10 nm
edge loss c                           2.00 %
step, isolated island                 55.34 mV
step, opposite surroundings           54.21 mV
corrugation at 1 nm, site - hollow    3.6e-08 mV
temperature                           300 K
thermal energy kT                     25.85 meV
effective mass                        0.50 electron masses
spin-valley degeneracy                4
band density N per layer              1.08e+13 cm^-2
step at doping 1e+11 cm^-2            55.75 mV
  reduction by mobile electrons       1.3 %
step at doping 1e+12 cm^-2            49.79 mV
  reduction by mobile electrons       11.8 %
gap before interlayer offset          1.30 eV
step energy over gap                  4.3 %
thermal electron density              3.9e+02 cm^-2
```
